\section*{Why n-photon absorption depends on photon statistics at equal mean intensity}

\section*{Question}

I am trying to show that nonresonant $n$-photon absorption is proportional to $g^{(n)}(0)$, so that at equal mean intensity thermal light beats coherent light by $n!$ and bright squeezed vacuum beats it by $(2n-1)!!$. I am stuck in three places.

First, perturbation theory gives me a rate proportional to $I^n$. If two beams have the same $I$, where can a difference come from? Second, for squeezed vacuum I find $g^{(2)}(0)=3+1/\bar n$, not $3$. Is the double factorial wrong, or am I? Third, I do not see what the word ``nonresonant'' does in the argument.

\section*{Answer}

The rate contains the mean of the $n$th power of the intensity, not the $n$th power of its mean. Your $g^{(2)}$ is right: $(2n-1)!!$ is the limit $\bar n\to\infty$, whereas $n!$ for thermal light holds at any $\bar n$. The detuning of the intermediate states allows the molecule's response to be treated as a fixed constant times $a^n$.

\subsection*{The transition operator is $a^n$}

Take one field mode with photon energy $\hbar\omega$, and a molecule with states $|m\rangle$ of energy $E_m$. The coupling is
\begin{equation}
V=\sum_{m,l}V_{ml}\,|m\rangle\langle l|\,(a+a^\dagger),
\end{equation}
where the $V_{ml}$ are energies and the phase of the field has been absorbed into $a$. The final state $f$ lies near $n\hbar\omega$ above the ground state $g$.

Start from $|g,N\rangle$, with energy $E_g+N\hbar\omega$, and go to $|f,N-n\rangle$. Each action of $V$ changes the photon number by $\pm1$. At the lowest order, $n$, there are $n$ such actions and they must remove $n$ photons, so each one contributes $a$. No rotating-wave approximation is needed for this. After $k$ absorptions the molecule is in some state $m_k$, and the energy denominator is
\begin{equation}
E_g+N\hbar\omega-\bigl[E_{m_k}+(N-k)\hbar\omega\bigr]
=k\hbar\omega-(E_{m_k}-E_g).
\end{equation}
The photon number $N$ has cancelled. The amplitude is therefore $K_n\langle N-n|a^n|N\rangle$, with
\begin{equation}
K_n=\sum_{m_1,\dots,m_{n-1}}
\frac{V_{fm_{n-1}}\cdots V_{m_2m_1}V_{m_1g}}
{\prod_{k=1}^{n-1}\left[k\hbar\omega-(E_{m_k}-E_g)\right]}.
\end{equation}
This is where ``nonresonant'' enters. Every denominator must be large compared with the coupling energies, which grow as $\sqrt N$; otherwise intermediate states become really populated and the lowest order fails. This alone is not sufficient: the effective $n$-photon coupling and the light-induced level shifts must also stay small compared with the width of the final state. The section on strong light shows what happens when they do not. If the light has a bandwidth, the denominators also vary across its spectrum. They can be replaced by constants when that spread is small compared with the detunings.

\subsection*{From amplitude to rate}

Let the final state have energy width $\Gamma$, and let $\delta$ be its energy offset from $n$-photon resonance. Write $M=K_n\langle N-n|a^n|N\rangle$ and remove the common phase. The final amplitude obeys
\begin{equation}
i\hbar\,\dot c_f=M c_g+\left(\delta-\tfrac{i\Gamma}{2}\right)c_f .
\end{equation}
For weak excitation $|c_g|\simeq1$, and after the initial transient $\dot c_f\simeq0$. Hence $|c_f|^2=|M|^2/(\delta^2+\Gamma^2/4)$. The population leaves $f$ at the rate $\Gamma/\hbar$, so the absorption rate is
\begin{equation}
W_N=\frac{\Gamma}{\hbar}\,\frac{|M|^2}{\delta^2+\Gamma^2/4}
\;\xrightarrow{\;\delta=0\;}\;\frac{4|M|^2}{\hbar\Gamma}.
\label{rate}
\end{equation}
Repeated use of $a|N\rangle=\sqrt N|N-1\rangle$ gives
\begin{equation}
|\langle N-n|a^n|N\rangle|^2=N(N-1)\cdots(N-n+1)=\frac{N!}{(N-n)!}.
\end{equation}

If the field starts in a superposition of number states, the component $N$ leads to the final state with $N-n$ photons. Different $N$ lead to orthogonal final states and do not interfere. Only the probabilities $P(N)$ matter:
\begin{equation}
W_n=C_n\sum_N P(N)\frac{N!}{(N-n)!}
=C_n\langle a^{\dagger n}a^n\rangle,\qquad
C_n=\frac{4|K_n|^2}{\hbar\Gamma}\quad(\delta=0).
\end{equation}
With $\bar n=\langle a^\dagger a\rangle$ and $g^{(n)}(0)=\langle a^{\dagger n}a^n\rangle/\bar n^{\,n}$, this becomes
\begin{equation}
W_n=C_n\,\bar n^{\,n}\,g^{(n)}(0).
\label{main}
\end{equation}
That answers your first point. Equal mean intensity fixes $\bar n^{\,n}$ but not $g^{(n)}(0)$.

\subsection*{All the moments from one function}

Define $G(x)=\sum_NP(N)(1+x)^N$. The binomial theorem gives
\begin{equation}
G(x)=\sum_n x^n\sum_NP(N)\frac{N!}{n!\,(N-n)!}
=\sum_n\frac{x^n}{n!}\langle a^{\dagger n}a^n\rangle ,
\end{equation}
so the required moment is $n!$ times the coefficient of $x^n$.

\paragraph{Coherent light.} Here $P(N)=e^{-\bar n}\bar n^N/N!$, and
\begin{equation}
G=e^{-\bar n}e^{\bar n(1+x)}=e^{\bar nx}.
\end{equation}
The coefficient of $x^n$ is $\bar n^{\,n}/n!$, hence $g^{(n)}(0)=1$.

\paragraph{Thermal light.} Here $P(N)=\bar n^N/(1+\bar n)^{N+1}$. Summing the geometric series,
\begin{equation}
G=\frac{1}{1+\bar n}\,\frac{1}{1-\bar n(1+x)/(1+\bar n)}
=\frac{1}{1-\bar nx}=\sum_n\bar n^{\,n}x^n ,
\end{equation}
hence $g^{(n)}(0)=n!$ for any $\bar n$.

\paragraph{Squeezed vacuum.} This state satisfies $(a\cosh r+a^\dagger\sinh r)|\psi\rangle=0$. With $|\psi\rangle=\sum_Nc_N|N\rangle$, the component along $|N\rangle$ reads
\begin{equation}
\sqrt{N+1}\,\cosh r\;c_{N+1}+\sqrt N\,\sinh r\;c_{N-1}=0 .
\end{equation}
For $N=0$ it gives $c_1=0$, and then all odd $c_N$ vanish. For the even ones, iteration gives
\begin{equation}
P(2m)=P(0)\,\frac{1\cdot3\cdots(2m-1)}{2\cdot4\cdots2m}\tanh^{2m}r
=P(0)\,\frac{(2m)!}{4^m(m!)^2}\tanh^{2m}r .
\end{equation}
The series $\sum_m\frac{(2m)!}{4^m(m!)^2}z^m=(1-z)^{-1/2}$ fixes the norm: $P(0)=(1-\tanh^2r)^{1/2}=1/\cosh r$. The same series with $z=(1+x)^2\tanh^2r$ gives
\begin{align}
G&=\left[\cosh^2r-(1+x)^2\sinh^2r\right]^{-1/2}\nonumber\\
&=\left[1-2x\sinh^2r-x^2\sinh^2r\right]^{-1/2}.
\end{align}
The coefficient of $x$ is $\sinh^2r$, so $\bar n=\sinh^2r$ and
\begin{equation}
G=(1-2\bar nx-\bar nx^2)^{-1/2}.
\label{gsq}
\end{equation}

Now put $x=y/\bar n$, which divides the $n$th moment by $\bar n^{\,n}$. Then $g^{(n)}(0)$ is $n!$ times the coefficient of $y^n$ in
\begin{align}
\left(1-2y-\frac{y^2}{\bar n}\right)^{-1/2}
&=(1-2y)^{-1/2}\left[1-\frac{y^2}{\bar n(1-2y)}\right]^{-1/2}\nonumber\\
&=\sum_j\frac{(2j-1)!!}{2^jj!}\,\frac{y^{2j}}{\bar n^j}\,(1-2y)^{-j-1/2},
\end{align}
with $(-1)!!=1$. The last factor has the binomial expansion
\begin{equation}
(1-2y)^{-j-1/2}=\sum_k\frac{(2j+1)(2j+3)\cdots(2j+2k-1)}{k!}\,y^k .
\end{equation}
The power $y^n$ requires $k=n-2j$. The product $(2j-1)!!\,(2j+1)\cdots(2j+2k-1)$ is then $(2n-2j-1)!!$, and
\begin{equation}
g^{(n)}(0)=n!\sum_{j=0}^{\lfloor n/2\rfloor}
\frac{(2n-2j-1)!!}{2^j\,j!\,(n-2j)!\,\bar n^j}.
\label{exact}
\end{equation}
For the first three cases,
\begin{equation}
g^{(2)}=3+\frac1{\bar n},\qquad
g^{(3)}=15+\frac9{\bar n},\qquad
g^{(4)}=105+\frac{90}{\bar n}+\frac9{\bar n^2}.
\end{equation}
The first is your result. The term $j=0$ is $(2n-1)!!$, which is the bright limit. The term $j=1$, divided by it, gives the leading relative correction $n(n-1)/[2(2n-1)\bar n]$.

\subsection*{Reading the two limits}

For bright squeezed vacuum, $x$ is of order $1/\bar n$ and the last term of \eqref{gsq} drops out, leaving $(1-2\bar nx)^{-1/2}$. This is the mean of $e^{xI}$ for $I=\bar nX^2$, where $X$ is a real Gaussian variable of unit variance. Thermal light gives $(1-\bar nx)^{-1}$, which is the same mean for an exponentially distributed $I$, the squared modulus of a complex Gaussian amplitude. One fluctuating quadrature instead of two makes high intensities more likely at the same mean, and the $n$th power favours them.

In the dim limit, $\bar n\ll1$, the largest power of $1/\bar n$ in \eqref{exact} dominates. For even $n$ it has $j=n/2$, so $g^{(n)}(0)\propto\bar n^{-n/2}$ and the rate goes as $\bar n^{\,n/2}$. For odd $n$ it has $j=(n-1)/2$, and the rate goes as $\bar n^{(n+1)/2}$. Two-photon absorption is then linear in $\bar n$, because the photons come in pairs. At $\bar n=1$ the factors for $n=2,3,4$ are already $4$, $24$ and $204$. These exceed $(2n-1)!!$, but they multiply $\bar n^{\,n}=1$, so the rates are far below those of bright light.

One can also ask which photon numbers do the work. Weight each $N$ by its contribution $P(N)N!/(N-n)!$. Writing $N=(N-n)+n$ and using $(N-n)\,N!/(N-n)!=N!/(N-n-1)!$, the weighted mean is
\begin{equation}
\langle N\rangle_n=n+\bar n\,\frac{g^{(n+1)}(0)}{g^{(n)}(0)} .
\end{equation}
For bright light this is about $\bar n$ (coherent), $(n+1)\bar n$ (thermal) and $(2n+1)\bar n$ (squeezed). The conditions of weak excitation must hold at these numbers, not merely at $\bar n$.

\subsection*{A numerical example}

Take a model ladder in which each intermediate state lies $\Delta=0.5$~eV above $E_g+k\hbar\omega$. The first coupling is $V_1=0.02$~meV, each later one is $V_2=0.04$~meV, the final width is $\Gamma=10$~meV, and $\bar n=1000$. For $n=2$,
\begin{equation}
|K_2|=\frac{V_1V_2}{\Delta}
=\frac{(2\times10^{-5})(4\times10^{-5})}{0.5}\ \mathrm{eV}
=1.6\times10^{-9}\ \mathrm{eV}.
\end{equation}
Then $4|K_2|^2/\Gamma=1.024\times10^{-15}$~eV, and division by $\hbar$ gives $C_2=1.556$~s$^{-1}$. Coherent light yields $C_2\bar n^2=1.56\times10^6$~s$^{-1}$.

To go beyond lowest order within this model, I kept the chain $|g,N\rangle,|m_1,N-1\rangle,\dots,|f,N-n\rangle$ with its full couplings. Here the counter-rotating terms are dropped. The final state was given the energy $-i\Gamma/2$ relative to resonance. The complex energy $E$ of the state that grows out of $|g,N\rangle$, found by iterating a continued fraction, gives the decay rate $-2\,\mathrm{Im}\,E/\hbar$. This rate was averaged over $P(N)$:
\begin{center}
\begin{tabular}{cccc}
$n$ & coherent rate (s$^{-1}$) & thermal factor & squeezed factor\\
2 & $1.56\times10^{6}$ & 2.00 & 3.00\\
3 & $9.96$ & 6.00 & 15.01\\
4 & $6.37\times10^{-5}$ & 24.0 & 105.1
\end{tabular}
\end{center}
The small excess over $15$ and $105$ is mainly the finite-$\bar n$ term: $9/1000$ and $90/1000$. The weighted photon numbers for $n=3$ are 1003, 4003 and 7005 for coherent, thermal and squeezed light.

\subsection*{When the light is too strong}

In the same ladder, still without counter-rotating terms, multiply all couplings by 16, so that $V_1=0.32$~meV and $V_2=0.64$~meV. For $n=2$ the rates are now $0.990$, $0.866$ and $0.698$ of their lowest-order values for coherent, thermal and squeezed light. The enhancements fall to $1.75$ and $2.11$. For $n=3$ they fall to $4.88$ and $9.29$. These are averages of the complex-energy decay rates and ignore depletion of the ground state. At the photon numbers that carry the weight, $g$ empties on the same time scale $2\hbar/\Gamma$ on which the transient dies, so no steady rate is observed. For $n=2$ the enhancement of the absorbed population starts near $2$ and $3$ and keeps falling, to $1.76$ and $2.19$ at $t=6\hbar/\Gamma$ and to $1.34$ and $1.38$ at $t=20\hbar/\Gamma$.

The main cause can be derived for $n=2$. Let $q=V_1^2N/\Delta$. The intermediate state lies above both end states and pushes them down, $g$ by $q$ and $f$ by about $V_2^2N/\Delta=4q$. In the ladder, the light shift thus creates an offset $\delta=-3q$. The effective coupling has magnitude $M=V_1V_2N/\Delta=2q$. Measured from the shifted ground level, the complex energy obeys
\begin{equation}
E=\frac{M^2}{E-\delta+id},\qquad d=\frac{\Gamma}{2}.
\end{equation}
One iteration from $E=0$ gives $-\mathrm{Im}\,E=M^2d/(d^2+\delta^2)$, a reduction by the relative amount $\delta^2/d^2$. Putting $E\simeq-iM^2/d$ back into the denominator changes $d$ to $d-M^2/d$, which raises the rate by $M^2/d^2$. To this order,
\begin{equation}
\frac{W}{W_{\rm lowest}}\simeq1+\frac{M^2-\delta^2}{d^2}=1-\frac{5q^2}{d^2}.
\end{equation}
At $N=1000$, $q=(3.2\times10^{-4})^2\times1000/0.5$~eV $=0.205$~meV, and with $d=5$~meV the reduction is $0.8\%$. This is most of the $1.0\%$ found for coherent light; the estimate omits changes in the intermediate denominator.

For fluctuating light, $q^2\propto N^2$ must be averaged with the weight $N^2$, which multiplies the reduction by about $g^{(4)}/g^{(2)}$. That is $24/2=12$ for thermal and $105/3=35$ for squeezed light, giving $10\%$ and $29\%$, against $13\%$ and $30\%$ from the ladder. Neither estimate can be trusted in detail: the next term, of order $q^4/d^4$, is averaged with still higher moments and is no longer small, so the closeness of $29\%$ to $30\%$ is accidental. The ladder itself shows the ordering: in this example the bursts that produce the enhancement also reduce it. The size of the correction, and even its sign for coherent light, depend on the model. In the three-level molecule the counter-rotating terms, dropped here, lower $g$ by a further $V_1^2N/(2\hbar\omega+\Delta)$ and raise $f$ by $V_2^2N/(2\hbar\omega-\Delta)$. For $\hbar\omega=1$~eV the offset becomes $\delta=-1.47q$, and the estimate $1+(M^2-\delta^2)/d^2$ becomes $1+1.85\,q^2/d^2$, a small increase for coherent light at $N=1000$. With these terms kept in the diagonalisation, the averaged rates are $1.003$, $0.995$ and $0.886$ of their lowest-order values, and the enhancements are $1.98$ and $2.65$ instead of $1.75$ and $2.11$.

\subsection*{When the light is not one narrow mode}

Suppose the thermal field amplitude $\mathcal E(t)$, with its carrier removed and exactly on $n$-photon resonance, is complex Gaussian with $\langle\mathcal E^*(t)\mathcal E(t')\rangle=I_0e^{-b|t-t'|}$. Treat the intermediate response as instantaneous, which neglects any part of the spectrum that reaches an intermediate resonance. The final amplitude then obeys $\dot c=-\gamma c-i\kappa\mathcal E^n$, with $\gamma=\Gamma/(2\hbar)$ and $\kappa$ a constant. Its solution is an integral over the past:
\begin{equation}
\langle|c|^2\rangle=|\kappa|^2\int_0^\infty\!ds\int_0^\infty\!ds'\,
e^{-\gamma(s+s')}\,n!\,I_0^n\,e^{-nb|s-s'|}.
\end{equation}
The factor $n!$ counts the ways to pair the $n$ conjugate fields with the $n$ others. In the half with $s'=s+u$, $u>0$, the integral is
\begin{equation}
\int_0^\infty\!e^{-2\gamma s}ds\int_0^\infty\!e^{-(\gamma+nb)u}du
=\frac1{2\gamma(\gamma+nb)},
\end{equation}
and the other half is equal. Monochromatic coherent light of the same mean intensity gives $|\kappa|^2I_0^n/\gamma^2$. The ratio is
\begin{equation}
\frac{W_{\rm thermal}}{W_{\rm coherent}}=n!\,\frac{\gamma}{\gamma+nb}.
\end{equation}
For $n=2$ and $\gamma=10b$ this is $2\times10/12=1.67$. For $\gamma=b$ it is $2/3$: the chaotic light is now less effective, because much of its two-photon spectrum misses the line. Relative to monochromatic coherent light, the factor $n!$ therefore needs $\gamma\gg nb$, a condition on the final state in addition to the large detuning of the intermediate ones.

All numerical values are calculated from the stated model.
